# On-site orbital moment from a complex PAW d-shell occupancy matrix

## Question

I am trying to extract the on-site orbital moment $\langle L_z\rangle$ of a d shell from a PAW occupancy matrix $\rho_{ij}$ with spin-orbit coupling, and I am stuck on the role of its imaginary part.

To have something I can control, I set up a model shell in the real orbitals $xz$, $yz$, $xy$, $z^2$, $x^2-y^2$, at 0, 0.08, 0.30, 1.00 and 1.20 eV. I added $\xi\,\mathbf L\cdot\mathbf S/\hbar^2$ with $\xi=0.06$ eV and an exchange field that puts spin up 3 eV below spin down. Then I diagonalized the $10\times10$ Hamiltonian and filled the six lowest states. The imaginary parts that connect $xz$ with $yz$, and $x^2-y^2$ with $xy$, are:

| element | spin up | spin down |
|---|---|---|
| $\mathrm{Im}\,\rho_{xz,yz}$ | 0.00003 | 0.29645 |
| $\mathrm{Im}\,\rho_{x^2-y^2,xy}$ | 0.00026 | 0.00014 |

If I keep only the real part of $\rho$, I get zero orbital moment. I am told that the moment "lives in the imaginary part" and that it "vanishes under time-reversal symmetry". But when I switch the exchange field off, which should restore time reversal, $\rho$ is still complex: $\mathrm{Im}\,\rho_{x^2-y^2,xy}$ is $-0.06428$ for spin up and $+0.06428$ for spin down.

How do I get $\langle L_z\rangle$ from these numbers, with the right sign? Why is the imaginary part needed, and what does time reversal really require?

## Answer

Both statements you were told are true under conditions. The first holds in real orbitals. The second concerns the occupied state, and it makes the *spin-summed* matrix real, not $\rho$ itself.

### From the PAW wave to a 5×5 matrix

The sign of the answer depends on the index order of $\rho$, so I fix that first. For a spinor state $n$ with occupation $f_n$, let $a^\sigma_{j}=\langle p_j|\tilde\psi_n^\sigma\rangle$ be the projection of its smooth wave on projector $j$, and define

$$
\rho_{i\sigma,j\sigma'}=\sum_n f_n\,(a_i^{\sigma})^*a_j^{\sigma'} .
$$

The PAW expectation value of $L_z$, which is diagonal in spin, is

$$
\sum_{n\sigma} f_n\langle\tilde\psi_n^\sigma|L_z|\tilde\psi_n^\sigma\rangle
+\sum_{ij\sigma}\rho_{i\sigma,j\sigma}\left(\langle\phi_i|L_z|\phi_j\rangle-\langle\tilde\phi_i|L_z|\tilde\phi_j\rangle\right).
$$

Here $\phi_j$ and $\tilde\phi_j$ are the all-electron and smooth partial waves. Take the part inside the augmentation sphere, with the origin at the nucleus, and assume that the partial waves are complete there, so that $\tilde\psi_n^\sigma=\sum_j\tilde\phi_j a_j^\sigma$. The first term then becomes $\sum\rho_{i\sigma,j\sigma}\langle\tilde\phi_i|L_z|\tilde\phi_j\rangle$ and cancels the last one. What is left is the on-site moment

$$
\langle L_z\rangle=\sum_{ij\sigma}\rho_{i\sigma,j\sigma}\langle\phi_i|L_z|\phi_j\rangle .
$$

The region outside the sphere is not included. If the partial waves are incomplete, the cancellation is only approximate.

In the d channel, $j$ stands for a radial index $\nu$ and a real harmonic $b$, with $\phi_{\nu b}=R_\nu(r)S_b(\theta,\varphi)$. Since $L_z$ acts on the angle alone, and does not mix different $l$, each matrix element factorizes:

$$
\langle\phi_{\nu a}|L_z|\phi_{\nu' b}\rangle=q_{\nu\nu'}\langle S_a|L_z|S_b\rangle,
\qquad q_{\nu\nu'}=\int_0^{r_c}R_\nu R_{\nu'}\,r^2dr .
$$

So everything needed is contained in

$$
N_{ab}=\sum_{\sigma\nu\nu'}\rho_{\nu a\sigma,\nu' b\sigma}\,q_{\nu\nu'},
\qquad
\langle L_z\rangle=\sum_{ab}N_{ab}\langle S_a|L_z|S_b\rangle .
$$

Your model has one normalized radial function, so $q=1$ and $N=\rho^{\uparrow\uparrow}+\rho^{\downarrow\downarrow}$. The blocks of $\rho$ that are off-diagonal in spin do not enter.

### Why the imaginary part appears

The real d harmonics depend on the azimuth as

- $xz\propto\cos\varphi$ and $yz\propto\sin\varphi$, with the same $\theta$ factor;
- $x^2-y^2\propto\cos2\varphi$ and $xy\propto\sin2\varphi$, with the same $\theta$ factor;
- $z^2$, independent of $\varphi$.

Call the cosine and sine members $c_m$ and $s_m$, with $m=1,2$. With $L_z=-i\hbar\,\partial_\varphi$,

$$
L_z c_m=+i\hbar m\,s_m,\qquad L_z s_m=-i\hbar m\,c_m ,
$$

and therefore

$$
\langle s_m|L_z|c_m\rangle=+i\hbar m,\qquad
\langle c_m|L_z|s_m\rangle=-i\hbar m .
$$

All other elements are zero. Inserting these gives

$$
\langle L_z\rangle=\sum_{m=1,2}\left[-i\hbar m\,N_{c_ms_m}+i\hbar m\,N_{s_mc_m}\right].
$$

The matrix $N$ is Hermitian, because $\rho$ is Hermitian and $q$ is real and symmetric. Hence $N_{s_mc_m}=N_{c_ms_m}^*$, and the bracket is

$$
-i\hbar m\left(N_{c_ms_m}-N_{c_ms_m}^*\right)
=-i\hbar m\,(2i\,\mathrm{Im}\,N_{c_ms_m})
=2\hbar m\,\mathrm{Im}\,N_{c_ms_m}.
$$

Writing out $m=1$ and $m=2$,

$$
\boxed{\;\langle L_z\rangle/\hbar=2\,\mathrm{Im}\,N_{xz,yz}+4\,\mathrm{Im}\,N_{x^2-y^2,xy}\;}
$$

The real part has dropped out. It is symmetric, while the matrix of $L_z$ is antisymmetric, so their contraction vanishes. This is the zero you found.

To check the sign, put one electron in $(c_m+is_m)/\sqrt2\propto e^{im\varphi}$, which must have $L_z=+m\hbar$. Its projections are $a_c=1/\sqrt2$ and $a_s=i/\sqrt2$, so $N_{c_ms_m}=a_c^*a_s=i/2$, and the formula gives $2m\cdot\tfrac12=m$. If your code stores $\sum_n f_n a_i a_j^*$ instead, its matrix is the complex conjugate of mine and both signs in the boxed formula must be reversed. The formula also assumes that $c_m$ and $s_m$ carry the same sign; if your code reverses the sign of only one member of a pair, the term for that $m$ alone changes sign. This one-electron state, tried for $m=1$ and $m=2$, is a quick way to find out.

Physically, a real orbital is a standing wave around the $z$ axis. Circulation needs both a cosine and a sine wave, with a phase difference $\delta$ other than 0 or $\pi$. For one electron with a single spin component, $\mathrm{Im}\,N_{c_ms_m}=|a_c||a_s|\sin\delta$, which is largest in magnitude when the two waves are a quarter period apart. For a spinor, each spin component contributes such a term, and the two terms can cancel.

### The statement depends on the basis

In complex harmonics $|{\pm m}\rangle=(c_m\pm is_m)/\sqrt2$ the same moment comes from real numbers. The amplitude is $\langle\pm m|\psi\rangle=(a_c\mp ia_s)/\sqrt2$, and its squared modulus is

$$
\tfrac12\left[|a_c|^2+|a_s|^2\mp i\,(a_c^*a_s-a_ca_s^*)\right]
=\tfrac12\left[|a_c|^2+|a_s|^2\right]\pm\mathrm{Im}(a_c^*a_s).
$$

Summing over states and spins gives the populations

$$
p_{\pm m}=\tfrac12\,(N_{c_mc_m}+N_{s_ms_m})\pm\mathrm{Im}\,N_{c_ms_m}.
$$

Thus $p_m-p_{-m}=2\,\mathrm{Im}\,N_{c_ms_m}$, and the boxed formula is the same as $\langle L_z\rangle=\hbar\sum_m m\,p_m$. What was a phase relation in one basis is a population difference in the other. "The imaginary part is needed" is a statement about real harmonics.

### Your magnetic case

Add the two spin blocks of your table:

$$
\mathrm{Im}\,N_{xz,yz}=0.2965,\qquad \mathrm{Im}\,N_{x^2-y^2,xy}=0.0004 .
$$

The moment is then

$$
\langle L_z\rangle/\hbar=2(0.2965)+4(0.0004)=0.593+0.002=0.595 .
$$

The populations agree: $p_{+1}=1.7966$, $p_{-1}=1.2036$, $p_{+2}=1.0003$ and $p_{-2}=0.9995$ give $0.5930+2(0.0008)=0.595$.

The electron has negative charge, so the orbital magnetic moment is $-\mu_B\langle L_z\rangle/\hbar=-0.595\,\mu_B$, or $-5.51\times10^{-24}$ J/T. The spin has $\langle S_z\rangle=2.00\,\hbar$, of the same sign as $\langle L_z\rangle$, so the spin and orbital moments are parallel here.

The size can be understood by hand. Five of the six electrons nearly fill the spin-up shell, which has no net $L_z$ when full, since the matrix of $L_z$ has zero trace. The sixth is a spin-down electron in $xz$ and $yz$. For large exchange splitting, neglect the spin-flip part of $\mathbf L\cdot\mathbf S$ and set $S_z=-\hbar/2$. The spin-orbit term becomes $-(\xi/2)L_z/\hbar$. With $\langle xz|L_z|yz\rangle=-i\hbar$ and the level difference $\Delta=0.08$ eV, the Hamiltonian in the order $(xz,yz)$ is

$$
H=\begin{pmatrix}0&i\xi/2\\-i\xi/2&\Delta\end{pmatrix},
\qquad
E_-=\frac{\Delta}{2}-\frac12\sqrt{\Delta^2+\xi^2},
$$

up to a common constant. Since $\partial H/\partial\xi=-L_z/(2\hbar)$, the Hellmann–Feynman theorem gives

$$
\frac{\langle L_z\rangle}{\hbar}=-2\,\frac{\partial E_-}{\partial\xi}
=\frac{\xi}{\sqrt{\Delta^2+\xi^2}}
=\frac{0.06}{\sqrt{0.08^2+0.06^2}}=0.600 .
$$

The full diagonalization lies 0.9% below this estimate. The estimate neglects spin flips, which here connect occupied spin-up and empty spin-down states about 1.9 to 4.2 eV apart; the numerical check confirms that it is recovered when the exchange splitting is made very large.

The formula also shows the competition at work. For $\xi\ll\Delta$ the crystal field holds the electron in a standing wave and the moment is about $\xi/\Delta$. For $\Delta\ll\xi$, with $\xi$ still small compared with the distances to all other levels, the electron circulates with $L_z\approx\hbar$.

### What time reversal requires

For a spin-½ electron, time reversal is $\Theta=-i\sigma_yK$, where $K$ is complex conjugation. The orbitals and projectors are real, so the projections of the reversed state are

$$
a'^{\uparrow}_j=-(a^{\downarrow}_j)^*,\qquad a'^{\downarrow}_j=(a^{\uparrow}_j)^* .
$$

Insert these in the definition of $\rho$. The spin-up block of the reversed state is

$$
\rho'_{i\uparrow,j\uparrow}=\sum_nf_n\,(a'^{\uparrow}_i)^*a'^{\uparrow}_j
=\sum_nf_n\,a^{\downarrow}_i(a^{\downarrow}_j)^*
=(\rho_{i\downarrow,j\downarrow})^* ,
$$

where the two minus signs have cancelled. In the same way $\rho'_{i\downarrow,j\downarrow}=(\rho_{i\uparrow,j\uparrow})^*$. Adding the blocks, and using that $q$ is real,

$$
N'=N^*\quad\Longrightarrow\quad \langle L_z\rangle'=-\langle L_z\rangle .
$$

This holds for any state. In your model, reversing the exchange field produces the reversed state, and the moment becomes $-0.595\,\hbar$.

Now suppose that the occupied state is invariant, $\rho'=\rho$. Then

$$
\rho^{\downarrow\downarrow}=(\rho^{\uparrow\uparrow})^*,\qquad
N=\rho^{\uparrow\uparrow}+(\rho^{\uparrow\uparrow})^*=2\,\mathrm{Re}\,\rho^{\uparrow\uparrow},
$$

again with $q=1$. So $N$ is real and $\langle L_z\rangle=0$. The individual spin blocks may stay complex.

That is what you see without the exchange field. For spin up, $\mathrm{Im}\,\rho_{x^2-y^2,xy}=-0.0643$ and $\mathrm{Im}\,\rho_{xz,yz}=0.0021$, so

$$
\langle L_z\rangle_\uparrow/\hbar=2(0.0021)+4(-0.0643)=-0.253 .
$$

Spin down has both imaginary parts reversed and contributes $+0.253$. The total is zero: the two spins circulate in opposite senses.

The spin-orbit coupling has not become inactive. Both $\mathbf L$ and $\mathbf S$ change sign under $\Theta$, so their product does not, and $\langle\mathbf L\cdot\mathbf S\rangle=-0.705\,\hbar^2$ in this state. The counter-circulation supplies part of it:

$$
\langle L_zS_z\rangle=\tfrac{\hbar}{2}\left(\langle L_z\rangle_\uparrow-\langle L_z\rangle_\downarrow\right)=-0.253\,\hbar^2 .
$$

The remaining $-0.452\,\hbar^2$ comes from the $x$ and $y$ terms, which use the spin-off-diagonal blocks of $\rho$. Even when the orbital moment is zero, the spin-orbit energy therefore needs the imaginary parts of the spin-diagonal blocks together with the spin-off-diagonal blocks. The real parts of the spin-diagonal blocks drop out, by the same antisymmetry of $L_z$ as before.

### A symmetric Hamiltonian is not enough

The proof used the invariance of $\rho$, not that of $H$. In your shell the difference shows up with an odd number of electrons. Without exchange, the levels of your shell come in Kramers pairs, $\psi$ and $\Theta\psi$, with equal energies. Put five electrons in the shell:

- With half an electron in each partner of the last pair, $\rho$ is invariant and the moment is zero.
- With one electron in a single partner, selected by an exchange splitting of only $10^{-6}$ eV along $z$, the moment is $-0.258\,\hbar$.

In the second case the Hamiltonian is symmetric for all practical purposes, but the occupied state is not. Occupying the other partner would give the opposite moment.

### Magnetism without spin-orbit coupling

Broken time reversal does not by itself guarantee an orbital moment either. Keep the exchange field and set $\xi=0$. The Hamiltonian is then real and does not mix the spins. For nondegenerate levels each eigenvector is real up to an overall phase, and that phase cancels in $a_i^*a_j$. Hence $\rho$ is real and $\langle L_z\rangle=0$, although $\langle S_z\rangle=2\hbar$. In this mean-field model the exchange field polarizes the spin, and spin-orbit coupling passes the polarization on to the orbital motion.

The condition on the levels matters. If $xz$ and $yz$ were degenerate and shared one electron, the circulating combination would be as good an eigenstate as either real orbital. This is why $\xi/\sqrt{\Delta^2+\xi^2}$ equals 1 at $\Delta=0$ for any positive $\xi$, however small.

A Hubbard correction needs the same care. In the Dudarev form its potential contains the occupancy matrix itself, so a complex $\rho$ makes the potential complex. The argument from a real Hamiltonian then no longer applies, and discarding the imaginary part would change the potential as well as the reported moment.

### In a crystal, keep both k and −k

If $H$ is invariant under time reversal, $\Theta$ turns a Bloch state at $\mathbf k$ into one at $-\mathbf k$ with the same energy, because conjugation reverses the phase $e^{i\mathbf k\cdot\mathbf R}$. With equal occupations at equal energies, the result $N'=N^*$ becomes

$$
N(-\mathbf k)=N(\mathbf k)^*,\qquad
\langle L_z\rangle_{-\mathbf k}=-\langle L_z\rangle_{\mathbf k}.
$$

The cancellation is between the two points, and one point alone can have a moment. I tried this on a chain that lacks inversion symmetry, with your shell at each site, no exchange field, and random hopping that respects time reversal. At $k=\pm0.7$ divided by the lattice constant, the moments are $\pm0.440\,\hbar$.

If a nonmagnetic calculation stores only one point of each pair, replace $N(\mathbf k)$ by $\tfrac12[N(\mathbf k)+N(\mathbf k)^*]=\mathrm{Re}\,N(\mathbf k)$ before reading off the moment. In a magnetic calculation $\Theta$ is not a symmetry of $H$. If $H$ is nevertheless real and diagonal in spin, as for collinear spins without spin-orbit coupling, conjugation $K$ alone maps $\mathbf k$ to $-\mathbf k$ within each spin, and $N(-\mathbf k)=N(\mathbf k)^*$ still holds. With exchange and spin-orbit coupling together, neither $\Theta$ nor $K$ is a symmetry. The missing point then cannot be generated this way, and doing so would erase a genuine orbital moment.

For an actual PAW calculation, the recipe is to contract $\rho$ with the radial overlaps, sum the two spin-diagonal blocks, and read off the two imaginary parts. I also checked this route, including the cancellation of the smooth terms, on random spinor waves of d character with two radial functions. Direct integration of $\psi^*(-i\hbar\,\partial_\varphi)\psi$ over the sphere and the formula both give $-26.032\,\hbar$; the value is large because those waves are not normalized.

## Calculated quantities

```
PAW sphere test, random spinor waves
  <L_z> by quadrature: -26.03231 hbar
  <L_z> from rho_ij and radial overlaps: -26.03231 hbar
Model d6 shell, inputs
  level xz: 0.00 eV
  level yz: 0.08 eV
  level xy: 0.30 eV
  level z2: 1.00 eV
  level x2-y2: 1.20 eV
  spin-orbit constant xi: 0.06 eV
  exchange splitting: 3.00 eV
With exchange and spin-orbit coupling
  N[xy,xy]: 1.00000
  N[yz,yz]: 1.09795
  N[z2,z2]: 1.00009
  N[xz,xz]: 1.90223
  N[x2-y2,x2-y2]: 0.99973
  Im rho_up[xz,yz]: 0.00003
  Im rho_up[x2-y2,xy]: 0.00026
  Im rho_down[xz,yz]: 0.29645
  Im rho_down[x2-y2,xy]: 0.00014
  Im N[xz,yz]: 0.29648
  Im N[x2-y2,xy]: 0.00040
  <L_z> spin up: 0.00108 hbar
  <L_z> spin down: 0.59346 hbar
  <L_z> total: 0.59454 hbar
  hand estimate of <L_z>: 0.60000 hbar
  population of m=+2: 1.00026
  population of m=+1: 1.79657
  population of m=-1: 1.20361
  population of m=-2: 0.99947
  <S_z>: 1.99857 hbar
  orbital magnetic moment: -0.59454 mu_B
  orbital magnetic moment: -5.5138e-24 J/T
  <L_z> with exchange reversed: -0.59454 hbar
With exchange, without spin-orbit coupling
  <L_z>: 0.00000 hbar
  <S_z>: 2.00000 hbar
With spin-orbit coupling, without exchange
  Im rho_up[xz,yz]: 0.00211
  Im rho_down[xz,yz]: -0.00211
  Im rho_up[x2-y2,xy]: -0.06428
  Im rho_down[x2-y2,xy]: 0.06428
  <L_z> spin up: -0.25293 hbar
  <L_z> spin down: 0.25293 hbar
  <L_z> total: 0.00000 hbar
  <L.S>: -0.70531 hbar^2
Five electrons
  <L_z>, Kramers pair filled equally: 0.00000 hbar
  <L_z>, one Kramers partner filled: -0.25771 hbar
Chain without inversion, k = 0.7 / lattice constant
  <L_z> at +k: 0.43963 hbar
  <L_z> at -k: -0.43963 hbar
```
